# Why negative capacitance leaves deep subthreshold swing thermionic in ideal monolayers

Before computing the transfer curve of a monolayer transistor with a ferroelectric in its gate, one has to decide whether the small fringe capacitance around the gate may be left out. In an ordinary transistor at low current this looks harmless. Here it decides the answer: without that capacitance, or another like it, no ferroelectric thickness gives a useful reduction of the swing deep below threshold, short of a film so thick that the device switches by a hysteretic jump. The reason is that a negative capacitance produces voltage in proportion to the charge passing through it, and an empty channel supplies almost none.

The claim needs careful wording. The swing can lie below its thermionic value however low the density, but far below threshold the reduction is proportional to the electron density and so becomes exponentially small as the channel empties. Near threshold it can be large.

## The model

The channel is a monolayer with one isotropic parabolic band of mass $m$ and total degeneracy $g$, spin included. It has no traps and no holes. The ferroelectric is polarized uniformly and follows the gate without delay. For now no parasitic capacitance is present. The channel is long, the mobility $\mu$ is constant, and the drain voltage $V_D$ is small. I write $e>0$ for the elementary charge and use SI-based device units, since the quantities compared are capacitances and voltages.

Let $\psi$ be the channel potential, with zero chosen where the band edge meets the Fermi level, and let $\eta=e\psi/kT$. Counting states in the plane gives

$$n=g\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{1}{1+\exp(\hbar^2k^2/2mkT-\eta)} .$$

With $x=\hbar^2k^2/2mkT$ we have $k\,dk=(mkT/\hbar^2)\,dx$, and the remaining integral is $\int_0^\infty dx/(1+e^{x-\eta})=\ln(1+e^\eta)$. Hence

$$n=N_T\ln(1+e^\eta),\qquad N_T=\frac{g\,m\,kT}{2\pi\hbar^2}.$$

The natural measure of filling is $\nu=n/N_T$. Inverting, $\eta=\ln(e^\nu-1)$. Far below threshold $\nu\simeq e^\eta\ll1$.

The channel charge has magnitude $Q=en$. Its response to the potential is the quantum capacitance

$$C_q=\frac{dQ}{d\psi}=\frac{e^2N_T}{kT}\,\frac{e^\eta}{1+e^\eta}=C_Q\,(1-e^{-\nu}),\qquad C_Q=\frac{e^2N_T}{kT},$$

where I used $1+e^\eta=e^\nu$. For small $\nu$ this is $C_Q\nu$: the capacitance disappears together with the electrons.

## One charge through the whole stack

The gate metal carries $+Q$ per area and the channel $-Q$. With nothing else to end field lines on, Gauss's law puts the same displacement $Q$ through the ferroelectric and the oxide. For the ferroelectric, of thickness $t$, take the Landau form of the field,

$$E=aQ+bQ^3,\qquad a=-|a|<0,\quad b>0 .$$

Dropping the constant work-function offset, the gate voltage is

$$V_G=\psi+\frac{Q}{C_{ox}}+t\,(-|a|Q+bQ^3).$$

Divide by $kT/e$ and insert $Q=eN_T\nu$. The terms linear in charge become

$$\frac{e}{kT}\,eN_T\nu\left(\frac1{C_{ox}}-|a|t\right)=-\ell\nu,\qquad \ell=C_Q\left(|a|t-\frac1{C_{ox}}\right),$$

because $e^2N_T/kT=C_Q$. The cubic term becomes $\kappa\nu^3$ with $\kappa=tb(eN_T)^3e/kT$. So

$$v\equiv\frac{eV_G}{kT}=\ln(e^\nu-1)-\ell\nu+\kappa\nu^3 .$$

The number $\ell$ measures how far the film overcompensates the oxide. At $\ell=0$ the two cancel for small charge.

## The swing and its lower bound

At small drain voltage the current is $I=(W/L)\,en\mu V_D$, so $\ln I$ and $\ln\nu$ differ by a constant. The swing is the gate voltage per decade of current, $S=\ln10\;dV_G/d\ln I$. With $S_0=(kT/e)\ln10$,

$$\frac{S}{S_0}=\frac{dv}{d\ln\nu}=\nu\frac{dv}{d\nu}=\nu\left[\frac1{1-e^{-\nu}}-\ell+3\kappa\nu^2\right],$$

since $d\ln(e^\nu-1)/d\nu=e^\nu/(e^\nu-1)=1/(1-e^{-\nu})$.

To bound this from below, rewrite the first term as

$$\frac{\nu}{1-e^{-\nu}}=\frac\nu2+\frac\nu2\coth\frac\nu2 .$$

For $y>0$, $\tanh y\le y$, hence $y\coth y\ge1$, and the right side is at least $1+\nu/2$. The cubic term is not negative. Therefore

$$\boxed{\;\frac{S}{S_0}\ \ge\ 1-\left(\ell-\tfrac12\right)\nu\;}$$

for every $\nu$ on the static curve, whether or not that curve is hysteretic. As $\nu\to0$ the two sides agree to first order in $\nu$.

Two things follow. First, at fixed thickness the possible reduction falls by a factor of ten for each decade of density. Second, cancelling the oxide is not enough to go below $S_0$. At $\ell=0$ the swing is above $S_0$, because in a partly degenerate band the density grows more slowly than $e^\eta$. That costs $\nu/2$, and the film must first make it good, which requires $\ell>1/2$.

The cause is visible in the voltage gain. Differentiating the stack equation at small charge gives

$$\frac{dV_G}{d\psi}=1-C_q\left(|a|t-\frac1{C_{ox}}\right).$$

The bracket does not weaken in the off state. The ferroelectric slope $-|a|+3bQ^2$ is most negative at $Q=0$, so the film is at its best there. It is the factor $C_q$ that vanishes.

## A device in numbers

Take $m=0.5\,m_e$, $g=4$ and 300 K, so that $kT/e=25.85$ mV, $S_0=59.53$ mV/decade, $N_T=1.080\times10^{13}$ cm$^{-2}$ and $C_Q=66.9$ µF/cm². A 3 nm oxide of permittivity 15 has $C_{ox}=4.43$ µF/cm².

For the ferroelectric, choose a spontaneous polarization $P_0=15$ µC/cm² and an intrinsic coercive field $E_c=1$ MV/cm. The field vanishes at $P_0$, so $b=|a|/P_0^2$. Its extremum lies at $P_0/\sqrt3$ and has magnitude $2|a|P_0/(3\sqrt3)$. Setting this equal to $E_c$ gives

$$|a|=\frac{3\sqrt3\,E_c}{2P_0}=1.73\times10^9\ \text{m/F}.$$

With $t=14.5$ nm, $|a|t=25.11$ m²/F, while $1/C_{ox}=22.59$ m²/F. The difference, 2.53 m²/F, times $C_Q=0.669$ F/m² gives $\ell=1.69$. The cubic coefficient is $\kappa=0.224$.

At $n=10^8$ cm$^{-2}$, $\nu=9.26\times10^{-6}$. The reduction is $(1.69-0.50)\,\nu=1.1\times10^{-5}$ of $S_0$, and the film produces about 4 µV. At higher densities:

- At $10^{10}$ cm$^{-2}$ the film voltage $|a|tQ$ is 0.40 mV and the swing 59.46 mV/decade.
- At $10^{12}$ cm$^{-2}$ they are 40 mV and 53.0 mV/decade.
- At $5\times10^{12}$ cm$^{-2}$ they are 201 mV and 31.7 mV/decade.

The swing is first 1% below $S_0$ at $9.1\times10^{10}$ cm$^{-2}$, in agreement with $\nu\simeq0.01/(\ell-\tfrac12)=0.0084$. Its minimum, 25.9 mV/decade, lies at $7.9\times10^{12}$ cm$^{-2}$, where $\nu=0.73$. This is close to the on state, not deep subthreshold.

The whole sweep shows where the film is useful. Going from $10^7$ to $10^{13}$ cm$^{-2}$ takes 732 mV with the oxide alone and 334 mV with the film added, the oxide being kept the same. Six decades at $S_0$ would take 357 mV. So the film saves about 398 mV. Of this, 362 mV pays back the voltage that the oxide drops when the channel is full, and 13 mV makes up for the slower filling of a partly degenerate band. The gain over the thermionic line is 23 mV. Of this, the first five decades contribute only about $(kT/e)(\ell-\tfrac12)\nu\simeq2.9$ mV, with $\nu$ taken at $10^{12}$ cm$^{-2}$.

## Can a thicker film help?

Since $\ell$ grows with $t$, a thicker film seems to be the remedy. It meets the condition for a single-valued curve, $dv/d\nu>0$, or

$$\ell<\min_\nu\left[\frac1{1-e^{-\nu}}+3\kappa\nu^2\right].$$

For a linear film, $\kappa=0$, the bracket falls towards 1 as the channel fills, so the limit is $\ell=1$. There

$$\frac S{S_0}=\nu\left[\frac1{1-e^{-\nu}}-1\right]=\frac{\nu}{e^\nu-1}\simeq1-\frac\nu2 .$$

A linear film free of hysteresis at all densities thus gains at most a fraction of about $\nu/2$ in deep subthreshold. In the example this limit is reached at 13.90 nm. The cubic term stiffens the film as it charges and moves the limit to 14.98 nm, where $\ell=2.25$. Because $\ell=1/2$ corresponds to 13.47 nm, the window for a swing below $S_0$ without hysteresis is about 1.5 nm wide, and the 14.5 nm film lies inside it. These thicknesses take $P_0$ and $E_c$ as fixing the field against displacement. If they fix it against polarization and a background permittivity is added, $Q=P+\epsilon E$, the slope steepens. The window keeps its width but moves to 11.4–12.9 nm for a relative permittivity of 10 and to 7.3–8.8 nm for 30.

Beyond the limit the curve folds back. On the upward sweep the channel charge jumps at the first zero of $dv/d\nu$, which for a linear film lies at

$$\nu_s=-\ln\left(1-\frac1\ell\right)\simeq\frac1\ell\quad(\ell\gg1).$$

A 30 nm film has $\ell=19.7$ and jumps at $5.6\times10^{11}$ cm$^{-2}$. Just before the jump the swing tends to zero, but well below it the reduction is roughly $\nu/\nu_s$, and at $10^8$ cm$^{-2}$ the swing is still 59.52 mV/decade. To bring the jump down to $10^8$ cm$^{-2}$ one needs $\ell\simeq1/(9.26\times10^{-6})\simeq1.1\times10^5$. Each metre of film adds $C_Q|a|=1.16\times10^9$ to $\ell$, so the thickness would be about 0.09 mm. Within the model the thermionic limit can therefore be evaded by thickness, at the price of an absurd film and a hysteretic switch.

## A saturated drain

With a large drain voltage the channel empties towards the drain. Let $V$ be the local quasi-Fermi voltage, running from 0 at the source to $V_D$. If the ferroelectric responds locally, with no metal layer between it and the oxide, the stack equation holds at each point with $V_G$ replaced by $V_G-V$. The current, drift and diffusion together, is

$$I=\frac{W\mu}{L}\int_0^{V_D}Q(V_G-V)\,dV=\frac{W\mu}{L}\int_{V_G-V_D}^{V_G}Q(u)\,du .$$

For $V_D$ large enough the charge at the lower end is negligible, so $dI/dV_G=(W\mu/L)\,Q(V_G)$. Changing the variable from $u$ to $\nu'$,

$$\frac S{S_0}=\frac{e}{kT}\,\frac{I}{dI/dV_G}=\frac1\nu\int_0^\nu\nu'\frac{dv}{d\nu'}\,d\nu' ,$$

where $\nu$ belongs to the source end and the curve is assumed single-valued. The integrand is the low-drain ratio, so saturation replaces that ratio by its average over all smaller charges. Averaging the bound halves the possible reduction to $(\ell-\tfrac12)\nu/2$. At $10^{12}$ cm$^{-2}$ the swing is 56.3 mV/decade instead of 53.0.

## What a parasitic capacitance changes

If lack of charge is the cause, charge from elsewhere should restore the gain. Connect a fringe capacitance $C_f$ from the boundary between ferroelectric and oxide to the source. I give this boundary a single potential, so that the fringe charge is shared over the whole gate area. Without a metal layer there, the fringe field of a long gate would act mainly near its edges, and the results below would not apply to the middle of the channel. The potential there is $V_i=\psi+Q/C_{ox}$, and the ferroelectric now carries $Q+C_fV_i$. For an empty channel $Q\to0$ and $V_i\to\psi$. Neglecting the cubic term,

$$V_G=\psi-|a|t\,C_f\psi,\qquad \frac S{S_0}\to1-C_f|a|t .$$

This reduction does not depend on $n$. It is a true deep-subthreshold gain, and it vanishes with $C_f$.

The on state limits it. Let $C_s=C_{ox}C_q/(C_{ox}+C_q)$ be the series capacitance of oxide and channel, with largest value $C_s^{max}$ at $C_q=C_Q$. For a linear film

$$\frac{dV_G}{dV_i}=1-|a|t\,(C_f+C_s),$$

and this stays positive at all densities if $|a|t\le1/(C_f+C_s^{max})$. Inserting that into the off-state swing,

$$\frac{S}{S_0}\ge1-\frac{C_f}{C_f+C_s^{max}}=\frac{C_s^{max}}{C_f+C_s^{max}} .$$

With a linear film, halving the swing without hysteresis thus takes a fringe capacitance as large as $C_s^{max}$, here $4.43\times66.9/(4.43+66.9)=4.15$ µF/cm².

For $C_f=0.2$ µF/cm² the hysteresis limit, cubic term included, is 14.30 nm. The film of the example, at 14.5 nm, would therefore become hysteretic. Because the fringe charge enters the cubic term, this limit depends on the dropped work-function offset: a shift of ±0.5 V in $V_i$ moves it by ±0.06 nm. At 14.30 nm the deep swing is 56.6 mV/decade, a reduction of 5%.

Traps that follow the gate act similarly. A constant trap capacitance $C_t$ at the channel adds charge $C_t\psi$ through both oxide and film, so $S/S_0\to1-C_t(|a|t-1/C_{ox})$. With $10^{12}$ traps per eV and cm², the 14.5 nm film gives 59.3 mV/decade at $10^8$ cm$^{-2}$. The sign is opposite to that in an ordinary gate, where $t=0$ and the same traps raise the swing.

## Beside a real device

The parameters are round values in the rough regime of a transition-metal dichalcogenide monolayer under a doped-hafnia ferroelectric. The oxide is thin for such a channel. The value of $|a|$ is the least certain input, because a measured coercive field usually reflects switching by domains and not the intrinsic Landau field. A fringe of 0.2 µF/cm² corresponds to about 0.1 fF/µm at each edge of a 100 nm gate. Of the two parasitics considered it moves the deep swing more, by about 3 mV/decade against 0.2 for the traps. The charge of the traps also crosses the oxide, and the drop there cancels most of what it gains in the film. At 358 K, $S_0$ itself is 71 mV/decade. At $10^{13}$ cm$^{-2}$ the oxide field is 1.2 MV/cm, below a rough breakdown field of a few MV/cm. Source-drain tunnelling through a 100 nm channel is negligible. A square of that side holds on average 0.01 electron at $10^8$ cm$^{-2}$, so $Q$ must be read as a time average. One electron, with its charge spread over the square, shifts the potential by 0.04 mV, far less than $kT/e$.

The assumption most in doubt is uniform polarization. Consider a ripple $p\cos kx$ in a slab of thickness $d$ and background permittivity $\epsilon$. Each face carries a charge $\pm p\cos kx$, whose potential is $\pm p\cos kx\,e^{-k|z|}/(2\epsilon k)$ at distance $|z|$. The potential difference between the faces, divided by $d$, gives a mean opposing field of amplitude $p(1-e^{-kd})/(\epsilon kd)$. If bending the polarization costs a further field $Gk^2p$, the uniform state at $Q=0$ can survive only if

$$Gk^2+\frac{1-e^{-kd}}{\epsilon kd}>|a|\quad\text{for all }k .$$

The gate metal mirrors the film, so $d=2t$. I treat everything beyond the other face as the same dielectric, of relative permittivity 10. The 14.5 nm film then needs at least $G=5\times10^{-9}$ m³/F, the critical ripple having a period of 19 nm. The condition is necessary but not sufficient. A ripple that also varies through the thickness, with the same stiffness in that direction, lowers its opposing field and raises the requirement to about $9\times10^{-9}$ m³/F at a period near 22 nm. Here $|a|$, defined as a slope against displacement, also serves as the slope against polarization. That overstates the slope by about 15% and the needed $G$ by about half, which does not matter for the comparison that follows. Doped hafnia has a relative permittivity nearer 30. The slope is then overstated by about 46%, but the weaker opposing field still raises the needed $G$ to $10^{-8}$ m³/F or more. Ferroelectric stiffnesses are roughly of order $10^{-10}$ m³/F. On this estimate the film would split into domains when the channel is empty. A metal layer between film and oxide, which would provide the single potential assumed for the fringe, makes matters worse. It screens the ripple, so the opposing field vanishes and only the stiffness resists. Then $G>|a|/k^2$ is needed down to the longest ripple that fits, which for a half period of 100 nm means more than $10^{-6}$ m³/F. The swing of such a film is outside this model, and the bound above should not be applied to it.

For a film that does stay uniform, the opening decision can now be made. In a calculation of the off state, a capacitance that loads the ferroelectric cannot be dropped merely because it is small beside the oxide. What follows holds only when the boundary between film and oxide has a single potential, as with an inner metal layer, which is also the case most prone to domains. A fringe $C_f$ then lowers the deep swing by the fraction $C_f|a|t$, and in the off state it may be left out when that fraction is below the accuracy wanted. For the whole transfer curve this test is not enough. Near threshold the growing oxide drop adds to $V_i$, so the fringe charge rises faster with $\psi$ and the same fringe counts for more. In the 14.5 nm film, 0.04 µF/cm² lowers the deep swing by 1%, but the minimum swing from 25.9 to about 19 mV/decade (18.8 with no offset in $V_i$, shifting by about 0.6 for an offset of 0.5 V). Close to the hysteresis limit it can also make the curve fold back, so a full curve should be computed with the fringe included. The numerical output below gives the remaining values.

## Calculated quantities

```
temperature 300 K, kT/e 25.852 mV
mass 0.5 m_e, degeneracy 4
thermionic swing S0 59.526 mV/decade
N_T 1.0799e+13 cm^-2
C_Q 66.93 uF/cm2
oxide 3.0 nm, permittivity 15.0, C_ox 4.427 uF/cm2
P0 15.0 uC/cm2, coercive field 1.00 MV/cm
|a| 1.7321e+09 m/F, b 7.6980e+10 m^5/(F C^2)
film 14.50 nm, |C_FE| at Q=0 3.982 uF/cm2
ell 1.6910, kappa 0.2236
density cm^-2 | |a|tQ mV | swing mV/decade | 1-S/S0
1e+07 | 4.024e-04 | 59.5264 | 1.103e-06
1e+08 | 4.024e-03 | 59.5258 | 1.103e-05
1e+09 | 4.024e-02 | 59.5199 | 1.103e-04
1e+10 | 4.024e-01 | 59.4608 | 1.103e-03
1e+11 | 4.024e+00 | 58.8704 | 1.102e-02
1e+12 | 4.024e+01 | 53.0359 | 1.090e-01
5e+12 | 2.012e+02 | 31.7260 | 4.670e-01
1e+13 | 4.024e+02 | 29.7839 | 4.997e-01
swing 1% below S0 at n 9.073e+10 cm^-2
minimum swing 25.93 mV/decade
  at n 7.879e+12 cm^-2
gate span, n 1e+07 to 1e+13 cm^-2:
  with film 334.2 mV, mean 55.69 mV/decade
  oxide only 731.9 mV
  thermionic S0 x decades 357.2 mV
thickness cancelling the oxide (ell=0) 13.041 nm
thickness at ell=1/2 13.473 nm
linear-film hysteresis limit (ell=1) 13.904 nm
full hysteresis limit 14.978 nm, ell 2.245
thick film 30 nm: ell 19.66
  snaps at n 5.639e+11 cm^-2
  swing at 1e8 cm^-2 59.5159 mV/decade
saturated drain, swing at 1e12 cm^-2 56.266 mV/decade
fringe 0.20 uF/cm2: hysteresis limit 14.301 nm
  swing there at 1e8 cm^-2 56.577 mV/decade
traps 1e+12 /(eV cm2): swing at 1e8 59.285 mV/decade
oxide field at 1e13 cm^-2 1.206 MV/cm
ferroelectric field magnitude there 0.274 MV/cm
channel 100 nm, barrier at 1e7 cm^-2 0.359 eV
  log10 tunnelling -188.6, log10 thermal -6.03
mean electrons in 100 nm square at 1e8 cm^-2 0.010
  potential step per electron 0.0405 mV
mobility 50 cm2/Vs, drain 10 mV:
  current at 1e+08 cm^-2 8.011e-05 uA/um
  current at 1e+13 cm^-2 8.011e+00 uA/um
S0 at 358 K 71.03 mV/decade
background permittivity for domain estimate 10
stiffness needed against domains 5.076e-09 m^3/F
  most unstable period there 18.6 nm
```
